# Growing a proton beside ammonia: electrostatics, polarisation and higher orders

## Problem

An ammonia molecule is held fixed with tetrahedral angles and N–H distances of 1.02 Å. A point charge $\lambda$ sits at the fourth corner of the tetrahedron, on the lone-pair side, also 1.02 Å from nitrogen. It grows from $\lambda=0$ to $\lambda=1$ while the number of electrons stays at ten, so that ammonia turns into the ammonium ion.

Work in restricted Hartree–Fock theory with real orbitals and a fixed basis, def2-TZVP, which includes the functions of a hydrogen atom at the site of the growing charge.

1. Estimate the energy change by scaling.
2. Decompose it into the electrostatic potential of unperturbed ammonia, the polarisation given by the density-response kernel, a cubic term and a remainder.
3. Find what each part loses when the basis functions on the site are removed.

Atomic units are used: energies in hartree, lengths in bohr, charges in units of $e$. The site is at $\mathbf R$, with the nitrogen nucleus at the origin, and $d=|\mathbf R|=1.928$ bohr. The energy $E(\lambda)$ includes the repulsion between the growing charge and the nuclei. A bare proton has no electronic energy, so $\Delta E=E(1)-E(0)$ is the protonation energy at frozen geometry.

## First estimate by scaling

Keep only the longest-ranged term at each of the first two orders in $\lambda$. At first order this is the dipole moment $\boldsymbol\mu$; the quadrupole ($1/d^3$) and higher multipoles are dropped. At second order it is the polarizability $\alpha$:

$$\Delta E\approx \lambda\,\frac{\boldsymbol\mu\cdot\mathbf n}{d^2}-\lambda^2\frac{\alpha}{2d^4},\qquad \mathbf n=\mathbf R/d .$$

The dipole points from the lone pair towards the hydrogens, so $\boldsymbol\mu\cdot\mathbf n=-\mu$. Its rough size is $0.6\,e\,$bohr. A polarizability is a volume in these units, and the size of the molecule is about $d$, so take $\alpha\sim d^3$. At $\lambda=1$,

$$-\frac{\mu}{d^2}\approx-\frac{0.6}{3.72}=-0.16,\qquad -\frac{\alpha}{2d^4}\sim-\frac{1}{2d}=-0.26,$$

which add to about $-0.42$ hartree.

The same scaling warns that the response will not be linear. The field at the molecule is about $1/d^2$, and the induced dipole is $\alpha/d^2\sim d$: one electron displaced by a whole bond length. Nothing in the estimate is small, so terms beyond $\lambda^2$ must be expected.

## Solution within Hartree–Fock theory

**The energy and its slope.** Let $P$ be the spin-summed density matrix, $h_0$ the one-electron Hamiltonian of ammonia, and $w=-1/|\mathbf r-\mathbf R|$ the potential energy of an electron in the field of a unit charge at the site. With $G[P]=J[P]-\tfrac12K[P]$ for the Coulomb and exchange matrices,

$$E=\mathrm{Tr}(Ph_0)+\tfrac12\mathrm{Tr}(P\,G[P])+E_{\rm nn}+\lambda\left[\mathrm{Tr}(Pw)+V_{\rm n}\right],\qquad V_{\rm n}=\sum_A\frac{Z_A}{|\mathbf R-\mathbf R_A|}.$$

Here $E_{\rm nn}$ is the nuclear repulsion within ammonia. The energy depends on $\lambda$ explicitly and through the orbitals. The orbitals make $E$ stationary, so their change contributes nothing to the slope. The basis, and with it the overlap matrix, does not depend on $\lambda$, so no further term arises from orthonormality. Therefore

$$\frac{dE}{d\lambda}=V_{\rm n}+\mathrm{Tr}(P_\lambda w)=\sum_A\frac{Z_A}{|\mathbf R-\mathbf R_A|}-\int\frac{\rho_\lambda(\mathbf r)}{|\mathbf r-\mathbf R|}\,d\mathbf r\equiv V_\lambda .$$

This is the electrostatic potential at the site, without the growing charge's own contribution. It holds in an incomplete basis too. If the site functions were switched on together with $\lambda$, extra terms would appear. Integration gives

$$\Delta E=\int_0^1V_\lambda\,d\lambda .$$

For a fixed determinant, $E$ is a straight line in $\lambda$. The lowest Hartree–Fock energy is the lower envelope of such lines and is therefore concave. Hence $V_\lambda$ cannot increase with $\lambda$, and $V_1\le\Delta E\le V_0$. The electrostatic term alone is an upper bound to $\Delta E$, provided the solutions followed are the lowest ones.

**Rotating the orbitals.** Use the orthonormal orbitals of unperturbed ammonia, with $i,j$ occupied and $a,b$ virtual. Any nearby determinant has $P=e^{X}P_0e^{-X}$ with $X$ antisymmetric. Write the first-order rotation as $\lambda X$. In blocks (occupied, virtual),

$$X=\begin{pmatrix}0&-U\\U^{T}&0\end{pmatrix},\qquad P_0=\begin{pmatrix}2&0\\0&0\end{pmatrix}.$$

Expanding the exponentials gives $P=P_0+\lambda P_1+\lambda^2P_2+\lambda^3P_3+\dots$, where

$$P_1=[X,P_0]=\begin{pmatrix}0&2U\\2U^T&0\end{pmatrix},\qquad P_2=\tfrac12[X,P_1]=\begin{pmatrix}-2UU^T&0\\0&2U^TU\end{pmatrix},$$

and $P_3=\tfrac13[X,P_2]$, which again has only occupied–virtual blocks. The first-order density mixes occupied with virtual orbitals; the second-order term moves population from the former to the latter.

Insert this into $E$, using $\mathrm{Tr}(A\,G[B])=\mathrm{Tr}(B\,G[A])$ and the Fock matrix $F_0=h_0+G[P_0]$, which is diagonal with elements $\varepsilon_i,\varepsilon_a$. The term linear in $\lambda$ is $\mathrm{Tr}(F_0P_1)+V_{\rm n}+\mathrm{Tr}(P_0w)$. Its first part vanishes because $P_1$ has no diagonal blocks, and $V_0$ is left, as it must be.

**Second order.** The coefficient of $\lambda^2$ is

$$a_2=\mathrm{Tr}(F_0P_2)+\tfrac12\mathrm{Tr}(P_1G[P_1])+\mathrm{Tr}(wP_1).$$

The three parts follow from the blocks:

$$\mathrm{Tr}(F_0P_2)=2\sum_{ia}(\varepsilon_a-\varepsilon_i)U_{ia}^2,\qquad \mathrm{Tr}(wP_1)=4\sum_{ia}w_{ia}U_{ia},$$

$$\tfrac12\mathrm{Tr}(P_1G[P_1])=2\sum_{ia}U_{ia}\,G[P_1]_{ia}.$$

In the last one, the two equal blocks of $P_1$ give $J_{ia}=4\sum_{jb}(ia|jb)U_{jb}$ and $K_{ia}=2\sum_{jb}[(ij|ab)+(ib|ja)]U_{jb}$, so

$$G[P_1]_{ia}=\sum_{jb}\left[4(ia|jb)-(ij|ab)-(ib|ja)\right]U_{jb}.$$

Collect everything that is quadratic in $U$ into the matrix

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$

Treating $U$ and $w$ as vectors over the pairs $ia$, we have $a_2=2\,U\!\cdot\!AU+4\,w\!\cdot\!U$. A second-order rotation would enter at $\lambda^2$ only through the occupied–virtual block of $F_0$, which is zero. So $U$ follows from making $a_2$ stationary:

$$AU=-w,\qquad a_2=-2\,w\!\cdot\!U+4\,w\!\cdot\!U=2\,w\!\cdot\!U=-2\,w\!\cdot\!A^{-1}w=\tfrac12E''(0).$$

The attraction between the charge and the density it induces is $4w\cdot U$. Half of it is spent on deforming the molecule. If $A$ is positive definite, the unperturbed solution is a minimum against these rotations and $a_2<0$.

The induced density is $\rho_1(\mathbf r)=4\sum_{ia}U_{ia}\varphi_i(\mathbf r)\varphi_a(\mathbf r)$. Substituting $U=-A^{-1}w$ identifies the response kernel, defined by $\rho_1(\mathbf r)=\int\chi(\mathbf r,\mathbf r')w(\mathbf r')d\mathbf r'$:

$$\chi(\mathbf r,\mathbf r')=-4\sum_{ia,jb}\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,(A^{-1})_{ia,jb}\,\varphi_j(\mathbf r')\varphi_b(\mathbf r'),\qquad E''(0)=\iint w\,\chi\,w\;d\mathbf r\,d\mathbf r'.$$

**The distant limit.** For large $d$, $w\approx-1/d-\mathbf n\cdot\mathbf r/d^2$. The constant drops out of $w_{ia}$ because $\varphi_i$ and $\varphi_a$ are orthogonal. With $z=\mathbf n\cdot\mathbf r$,

$$a_2\to-\frac{2}{d^4}\,z\!\cdot\!A^{-1}z=-\frac{\alpha_{nn}}{2d^4},\qquad \alpha_{nn}=4\,z\!\cdot\!A^{-1}z,$$

which is the polarisation term of the scaling estimate.

**Third order.** The true rotation differs from $\lambda X$ by $O(\lambda^2)$. The energy is stationary at the true rotation, so this error changes it by $O(\lambda^4)$. The cubic coefficient therefore needs no new orbitals:

$$a_3=\mathrm{Tr}(F_0P_3)+\mathrm{Tr}(P_2G[P_1])+\mathrm{Tr}(wP_2)=\mathrm{Tr}(P_2F_1),\qquad F_1=w+G[P_1].$$

The first trace vanished because $P_3$ has no diagonal blocks. With the blocks of $P_2$,

$$a_3=2\,\mathrm{Tr}(U F_1^{vv}U^T)-2\,\mathrm{Tr}(U^TF_1^{oo}U).$$

It is negative when the charge lowers the virtual orbitals that receive population by more than the occupied orbitals that lose it.

**The decomposition.** Everything else is defined by subtraction:

$$\Delta E=V_0+a_2+a_3+\mathcal R .$$

This does not assume that the Taylor series converges at $\lambda=1$.

**Numbers.** The numerical output gives, with site functions, $V_{\rm n}=4.5847$. The electrons contribute $-4.6682$, so $V_0=-0.0835$ is a small difference of large terms. The parts, in hartree, are:

| Part | With site functions | Without | Difference |
|---|---:|---:|---:|
| $V_0$ | −0.0835 | −0.0895 | +0.0060 |
| $a_2$ | −0.1980 | −0.1565 | −0.0415 |
| $a_3$ | −0.0407 | −0.0100 | −0.0307 |
| $\mathcal R$ | −0.0228 | +0.0003 | −0.0230 |
| $\Delta E$ | −0.3450 | −0.2558 | −0.0893 |

With site functions, $\Delta E=-0.3450$ hartree, or $-906$ kJ/mol. Electrostatics supplies 24 % of it, polarisation 57 %, the cubic term 12 % and the remainder 7 %. The total is insensitive to a change of basis, but the parts are not. In aug-cc-pVTZ with site functions, $\Delta E$ stays at $-0.345$, while $V_0$, $a_2$, $a_3$ and $\mathcal R$ become $-0.080$, $-0.205$, $-0.035$ and $-0.025$. These are shifts of up to 0.007 hartree, and the shares become 23, 59, 10 and 7 %.

The potential along the path gives a second route to the total. Simpson's rule with the five printed values, at steps of 0.25 in $\lambda$, yields

$$\frac{-0.08354-4(0.19136)-2(0.32245)-4(0.48719)-0.69792}{12}=-0.3450 .$$

The bounds are satisfied, $-0.698<-0.345<-0.084$, but they are wide. Linear response would take the potential at $\lambda=1$ to $V_0+2a_2=-0.480$. The actual value is $-0.698$, so the molecule becomes more responsive as the charge grows.

Independent tests support the formulas. The endpoint agrees with an ordinary calculation on the ammonium ion, and $V_0$, $a_2$ and $a_3$ agree with coefficients extracted from total energies at small $\lambda$ of both signs. In the final ion, the grown proton feels the same potential as the other three, as tetrahedral symmetry demands.

**What the site functions do.** Removing them loses 0.089 hartree, 26 % of $\Delta E$. The electrostatic part does not share in the loss; it becomes slightly more negative. Polarisation loses 0.042 hartree, and the orders beyond it lose 0.054. These sizes belong to def2-TZVP. In aug-cc-pVTZ the loss falls to 0.057 hartree: $V_0$ is almost unchanged, polarisation loses 0.014 and the higher orders lose 0.042.

The density at the site shows the build-up of charge that the functions permit. At $\lambda=0$ it is 0.049 bohr$^{-3}$ in both bases. At $\lambda=1$ it has risen to 0.39 with site functions, but to only 0.105 without them.

A short series can therefore mislead. Without site functions, $V_0+a_2$ misses its own total by just 4 %, and the remainder after the cubic term nearly vanishes. Yet that total lies 0.089 hartree above the one in the larger basis. The comparison shows that the small high orders reflect a basis that cannot follow the electrons, not a nearly linear response of the molecule.

The site functions also lower $E(0)$, by 0.0007 hartree. The potential $V_0$ changes by 0.006, some nine times more. This is no contradiction: near the minimum, a density error enters the energy quadratically but the potential linearly. If ammonia is computed in its own basis, the protonation energy becomes

$$-0.3450-0.0007=-0.3457\ \text{hartree}=-908\ \text{kJ/mol}.$$

**The coupling in the kernel.** Dropping the two-electron terms from $A$ gives the uncoupled value $-2\sum_{ia} w_{ia}^2/(\varepsilon_a-\varepsilon_i)$. It is $-0.1935$ with site functions, against $-0.1980$ for the coupled kernel. Without them, it is $-0.1589$ against $-0.1565$. The net effect of coupling is about 2 % of $a_2$ and changes sign between the bases. The Coulomb term in $A$ is a positive semidefinite matrix, so on its own it reduces $|a_2|$; the exchange terms can act the other way. With site functions, keeping only the Coulomb term gives $-0.139$, and keeping only the exchange terms gives $-0.386$. The small net effect is therefore a cancellation between two large ones, not a sign of weak coupling.

**Further orders.** Energies at small $\lambda$ give a fourth coefficient of $-0.0176$ and a fifth of about $-0.004$ with site functions. The partial sums at $\lambda=1$ lie above $\Delta E$ by 0.2615, 0.0635, 0.0228, 0.0052 and about 0.001 hartree for orders one to five; the fifth coefficient is checked only to 0.001, so the last figure is at the limit of the fit. The steady decrease suggests convergence at this distance but does not prove it.

## Comparison of the estimate and the solution

The scaling estimate of $-0.42$ hartree is 22 % deeper than the calculated $-0.345$. It correctly makes polarisation larger than electrostatics, and its warning about nonlinearity is borne out: the terms beyond second order supply 0.064 hartree, 18 % of the total.

The separate terms agree less well. The dipole estimate of $-0.16$ is about twice $V_0$. One reason can be derived. Average the potential over a sphere of radius $d$ about nitrogen. A charge at radius $r$ then contributes its size divided by the larger of $r$ and $d$. All the nuclei lie on or inside the sphere and carry charge ten, equal to the number of electrons, so the average is

$$\frac{10}{d}-\int\frac{\rho_0(\mathbf r)}{\max(r,d)}\,d\mathbf r=\int_{r>d}\rho_0(\mathbf r)\left(\frac1d-\frac1r\right)d\mathbf r>0 .$$

Electrons outside the sphere screen the nuclei incompletely. This positive term is missing from the point-dipole formula. It is not the whole explanation. Electrons outside the sphere also alter the dipole term itself, and higher multipoles are missing too. With site functions the positive term is $+0.289$, the change of the dipole term is $-0.133$, and the higher multipoles, individually large and of both signs, sum to $-0.074$. The last two cancel about 70 % of the positive term. Added to the point-dipole value $-0.165$ of the computed dipole, the three terms give $V_0$.

The polarisation estimate, $-0.26$ against $-0.198$, owes part of its success to the choice $\alpha\sim d^3\approx7$ bohr$^3$. The measured polarizability of ammonia is roughly 14 bohr$^3$, and with that value the distant formula would give $-0.51$. The contrast remains when both numbers come from the same basis. Without site functions, def2-TZVP, which lacks diffuse functions, gives only about 9 bohr$^3$ along the axis. The distant formula then gives $-0.32$, still twice the $-0.157$ calculated in that basis. The site lies inside the electron cloud, where an expansion in powers of $1/d$ has no claim to accuracy. The estimate gives the scale of the energy, not a model of it.

Moving the charge far away improves the multipole formulas for the derivatives at $\lambda=0$, but it creates a different difficulty at $\lambda=1$. A distant charge $\lambda$ binds one electron with energy $\lambda^2/2$. Removing an electron from ammonia costs roughly 0.4 hartree in reality and about 0.34 in Hartree–Fock theory. Transfer becomes favourable when $\lambda^2/2$ exceeds this cost, that is, near $\lambda\approx0.9$ in reality and $0.8$ in Hartree–Fock theory. The ground state then consists of two separate open-shell fragments, which a closed-shell determinant cannot describe, and derivatives at $\lambda=0$ do not reveal the change of state.

At 1.02 Å there is no sign of this. Both endpoints are stable against real singlet and triplet orbital rotations, the lowest triplet root at $\lambda=1$ being 0.38 hartree. Such stability establishes a local minimum, not the lowest one.

The calculated protonation energy leaves out electron correlation, relaxation of the geometry, zero-point and thermal motion, and the remaining incompleteness of the basis. It should not be read as a measured proton affinity.

## Numbers as computed

```
Method: restricted Hartree-Fock, def2-tzvp
N-H and N-site distance: 1.02 angstrom
N-H and N-site distance: 1.92752 bohr
Basis functions with site: 55
Basis functions without site: 49
Nuclear part of site potential: 4.584707 hartree/e
--- with basis functions on the site ---
E(0): -56.218005 hartree
E(1): -56.563046 hartree
Order 1, electrostatic: -0.083540 hartree
Order 2, coupled polarisation: -0.197983 hartree
Order 2, uncoupled value: -0.193520 hartree
Order 3: -0.040748 hartree
Remainder beyond order 3: -0.022770 hartree
All orders beyond 2: -0.063518 hartree
Total E(1)-E(0): -0.345041 hartree
Total E(1)-E(0): -905.9 kJ/mol
Electron density at site, lam=0: 0.0487 bohr^-3
Electron density at site, lam=1: 0.3905 bohr^-3
--- without basis functions on the site ---
E(0): -56.217354 hartree
E(1): -56.473116 hartree
Order 1, electrostatic: -0.089540 hartree
Order 2, coupled polarisation: -0.156453 hartree
Order 2, uncoupled value: -0.158870 hartree
Order 3: -0.010029 hartree
Remainder beyond order 3: 0.000260 hartree
All orders beyond 2: -0.009768 hartree
Total E(1)-E(0): -0.255761 hartree
Total E(1)-E(0): -671.5 kJ/mol
Electron density at site, lam=0: 0.0486 bohr^-3
Electron density at site, lam=1: 0.1050 bohr^-3
--- growth path and series, with site functions ---
Site potential at lam=0.00: -0.083540 hartree/e
Site potential at lam=0.25: -0.191363 hartree/e
Site potential at lam=0.50: -0.322452 hartree/e
Site potential at lam=0.75: -0.487188 hartree/e
Site potential at lam=1.00: -0.697917 hartree/e
Path integral of potential: -0.345041 hartree
Order 4 from energies: -0.0176 hartree
Order 5 from energies: -0.004 hartree
Sum to order 1: -0.0835, minus total: 0.2615 hartree
Sum to order 2: -0.2815, minus total: 0.0635 hartree
Sum to order 3: -0.3223, minus total: 0.0228 hartree
Sum to order 4: -0.3399, minus total: 0.0052 hartree
Sum to order 5: -0.3442, minus total: 0.0008 hartree
Lowest singlet stability root, lam=1: 0.6145 hartree
Lowest triplet stability root, lam=1: 0.3803 hartree
Ghost-basis change of E(0): -0.000651 hartree
Protonation energy, own bases: -0.345692 hartree
Protonation energy, own bases: -907.6 kJ/mol
```
